# Comment on counting charge with the time-integrated current operator: a program that tests the result

```python
"""
Result under test: for one electron sent from the left on a scatterer of
transmission T, the operator Q = integral of the Heisenberg current has outcomes
+sqrt(T) and -sqrt(T) with probabilities (1 +- sqrt(T))/2, whereas a counter
coupled to the current (time-ordered evolution) records 0 or 1 with
probabilities 1-T and T, i.e. chi(lam) = 1 + T (exp(i lam) - 1).
Symbols: hop = hopping energy, eps = impurity energy, P = projector on sites
beyond the counter, U = evolution without counter, theta = counter coupling,
lam = counting field, psi = incoming packet. Hartree atomic units, charge in e.
"""
import numpy as np
from scipy.constants import e as e_coulomb
from scipy.linalg import eigh, expm
from scipy.special import jv
from scipy.stats import unitary_group

n_sites, impurity, start, sigma = 601, 300, 130, 20.0
hop = 0.1
speed = 2 * hop                       # group velocity at the band centre
t_end = 2 * (impurity - start) / speed
bond = 345                            # sharp counter between bond and bond+1
x = np.arange(n_sites)
psi = np.exp(-(x - start) ** 2 / (4 * sigma**2) + 0.5j * np.pi * x)
psi /= np.linalg.norm(psi)


def impurity_energy(transmission):
    return speed * np.sqrt((1 - transmission) / transmission)


def solve_chain(eps):
    h = np.diag(-hop * np.ones(n_sites - 1), 1)
    h = h + h.T
    h[impurity, impurity] = eps
    return eigh(h)


times = np.linspace(0, t_end, int(round(t_end)) + 1)
weights_t = np.full(times.size, times[1] - times[0])
weights_t[[0, -1]] *= 0.5


def integrated_current(energies, vecs, state):
    """Apply the integral of U^+(t) I U(t) to a state by quadrature in time."""
    phase = np.exp(-1j * np.outer(energies, times))
    coef = vecs.T @ state
    left = (vecs[bond] * coef) @ phase
    right = (vecs[bond + 1] * coef) @ phase
    back = phase.conj()
    out = vecs[bond + 1] * (back @ (weights_t * 1j * hop * left))
    out = out - vecs[bond] * (back @ (weights_t * 1j * hop * right))
    return vecs @ out


# --- square-root law from the current itself, for several transmissions
scan = []
for T_scan in (0.10, 0.36, 0.80):
    en, ve = solve_chain(impurity_energy(T_scan))
    q_psi = integrated_current(en, ve, psi)
    mean = np.vdot(psi, q_psi).real
    rest = q_psi - mean * psi
    off = np.linalg.norm(rest)
    partner = rest / off
    q_partner = integrated_current(en, ve, partner)
    low = np.vdot(partner, q_partner).real
    outcomes = np.linalg.eigvalsh(np.array([[mean, off], [off, low]]))
    q2_psi = mean * q_psi + off * q_partner
    residual = np.linalg.norm(q2_psi - T_scan * psi)
    assert residual < 5e-3            # finite energy width of the packet
    assert np.allclose(outcomes, [-np.sqrt(T_scan), np.sqrt(T_scan)], atol=3e-3)
    scan.append((T_scan, outcomes[0], outcomes[1], residual))

# --- main example: full spectral distribution of Q
T = 0.36
R = 1 - T
eps = impurity_energy(T)
en, ve = solve_chain(eps)
U = (ve * np.exp(-1j * en * t_end)) @ ve.T
beyond = x > bond
A = U[beyond].conj().T @ U[beyond]    # later occupation beyond the counter
Q = A - np.diag(beyond.astype(float))
q_err = np.linalg.norm(integrated_current(en, ve, psi) - Q @ psi)
assert q_err < 1e-3
T_packet = np.sum(np.abs((U @ psi)[beyond]) ** 2)
assert abs(T_packet - T) < 2e-3
k = np.linspace(-8, 8, 4001) / (2 * sigma)
k_weight = np.exp(-2 * sigma**2 * k**2)
k_weight /= k_weight.sum()
T_k = (speed * np.cos(k)) ** 2 / ((speed * np.cos(k)) ** 2 + eps**2)
T_mean = k_weight @ T_k
T_spread = np.sqrt(k_weight @ (T_k - T_mean) ** 2)
assert abs(T_mean - T_packet) < 1e-4  # stationary scattering against dynamics

q_val, q_vec = eigh(Q)
q_prob = np.abs(q_vec.conj().T @ psi) ** 2
up = np.abs(q_val - np.sqrt(T)) < 0.02
down = np.abs(q_val + np.sqrt(T)) < 0.02
p_up, p_down = q_prob[up].sum(), q_prob[down].sum()
q_up = q_prob[up] @ q_val[up] / p_up
q_down = q_prob[down] @ q_val[down] / p_down
assert abs(p_up - (1 + np.sqrt(T)) / 2) < 3e-3
assert abs(p_down - (1 - np.sqrt(T)) / 2) < 3e-3
naive_m = [q_prob @ q_val**n for n in range(1, 5)]
assert np.allclose(naive_m, [T, T, T**2, T**2], atol=3e-3)
commutator = np.linalg.norm((A @ psi)[beyond])   # P psi vanishes
assert np.linalg.norm(psi[beyond]) < 1e-8
assert abs(commutator - np.sqrt(T * R)) < 3e-3

# --- counter: linear coupling -theta*I, current averaged over many bonds
first_bond, n_bonds = 311, 60
share = np.zeros(n_sites - 1)
share[first_bond:first_bond + n_bonds] = 1 / n_bonds
step = 0.5
grid = step * np.arange(-30, 31)
lams = np.array([0.2, 0.4, 0.6, np.pi / 2, np.pi, 2 * np.pi])
thetas = np.concatenate([grid, lams / 2, -lams / 2, [np.pi]])
lower = -hop - 1j * hop * np.outer(share, thetas)
upper = lower.conj()
half_band = 0.4                       # exceeds every energy of the coupled chain
peak_hop = np.abs(lower).max()
assert half_band > max(2 * peak_hop, np.abs(en).max() * peak_hop / hop)


def scaled_h(v):
    out = np.zeros_like(v)
    out[impurity] = eps * v[impurity]
    out[1:] += lower * v[:-1]
    out[:-1] += upper * v[1:]
    return out / half_band


arg = half_band * t_end
n_terms = int(arg + 10 * arg ** (1 / 3) + 20)
bessel = jv(np.arange(n_terms), arg)
v_old = np.repeat(psi[:, None], thetas.size, axis=1)
v_now = scaled_h(v_old)
final = bessel[0] * v_old - 2j * bessel[1] * v_now
for n in range(2, n_terms):
    v_old, v_now = v_now, 2 * scaled_h(v_now) - v_old
    final += 2 * (-1j) ** n * bessel[n] * v_now
assert np.allclose(np.linalg.norm(final, axis=0), 1, atol=1e-8)
assert np.linalg.norm(final[:, 30] - U @ psi) < 1e-7

n_g, n_l = grid.size, lams.size
plus = final[:, n_g:n_g + n_l]
minus = final[:, n_g + n_l:n_g + 2 * n_l]
chi = np.sum(minus.conj() * plus, axis=0)
chi_formula = 1 + T * (np.exp(1j * lams) - 1)
chi_error = np.abs(chi - chi_formula).max()
assert chi_error < 0.01               # cubic error of linear lattice coupling
chi_naive = np.exp(1j * np.outer(lams, q_val)) @ q_prob
root = np.sqrt(T)
naive_formula = np.cos(lams * root) + 1j * root * np.sin(lams * root)
assert np.allclose(chi_naive, naive_formula, atol=5e-3)
one_sided = np.vdot(final[:, 30], final[:, -1])
assert abs(one_sided - (1 - 2 * T)) < 0.01

# moments of the counter from chi at small counting fields
s = lams[:3]
odd = np.linalg.solve(np.array([s, -s**3 / 6, s**5 / 120]).T, chi[:3].imag)
even = np.linalg.solve(np.array([-s**2 / 2, s**4 / 24, -s**6 / 720]).T,
                       chi[:3].real - 1)
count_m = [odd[0], even[0], odd[1], even[1]]
assert np.allclose(count_m, T, atol=0.01)


def third_cumulant(m):
    return m[2] - 3 * m[0] * m[1] + 2 * m[0] ** 3


k3_count, k3_naive = third_cumulant(count_m), third_cumulant(naive_m)
assert abs(k3_count - T * R * (1 - 2 * T)) < 0.01
assert abs(k3_naive + 2 * T**2 * R) < 0.01

# --- readings of a pointer with Gaussian resolution
width = 0.2
amp = (2 * width**2 / np.pi) ** 0.25 * np.exp(-(width * grid) ** 2)
dq = 0.02
q = np.linspace(-2, 3, 251)
fourier = np.exp(-1j * np.outer(grid, q)) * step / np.sqrt(2 * np.pi)
density = np.sum(np.abs((final[:, :n_g] * amp) @ fourier) ** 2, axis=0)


def gauss(d):
    return np.exp(-d**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


binary = R * gauss(q) + T * gauss(q - 1)
naive_density = gauss(q[:, None] - q_val[None, :]) @ q_prob
pointer_error = np.abs(density - binary).max()
assert abs(density.sum() * dq - 1) < 1e-3
assert pointer_error < 0.03           # linear lattice coupling, finite packet
assert np.abs(density - naive_density).max() > 0.5
negative = q < -0.4
neg_count = density[negative].sum() * dq
neg_naive = naive_density[negative].sum() * dq

# --- general scattering matrices: spectrum and ordered product
rng = np.random.default_rng(4)
proj = np.diag([0.0, 1.0])
for S in unitary_group.rvs(2, size=20, random_state=rng):
    T_s = abs(S[1, 0]) ** 2
    later = S.conj().T @ proj @ S
    ev = np.linalg.eigvalsh(later - proj)
    assert np.allclose(ev, [-np.sqrt(T_s), np.sqrt(T_s)])
    lam = 1.7
    half = expm(0.5j * lam * later) @ expm(-0.5j * lam * proj)
    other = expm(-0.5j * lam * later) @ expm(0.5j * lam * proj)
    full = other.conj().T @ half
    assert np.isclose(full[0, 0], 1 + T_s * (np.exp(1j * lam) - 1))

print(f"hopping energy: {hop:.3f} hartree")
print(f"impurity energy: {eps:.5f} hartree")
print(f"chain length: {n_sites} sites; impurity at site {impurity}")
print(f"packet start: site {start}; position spread: {sigma:.0f} sites")
print(f"packet speed: {speed:.2f} sites per atomic time unit")
print(f"duration: {t_end:.0f} atomic time units")
print(f"sharp counter: between sites {bond} and {bond + 1}")
print(f"transmission at band centre: {T:.4f}")
print(f"transmitted weight of packet: {T_packet:.5f}")
print(f"spread of transmission over packet: {T_spread:.1e}")
print(f"quadrature of current vs occupation difference: {q_err:.1e} e")
for T_scan, lo, hi, res in scan:
    print(f"T={T_scan:.2f}: outcomes of Q {lo:.4f}, {hi:.4f} e; "
          f"|Q^2 psi - T psi| {res:.1e}")
print(f"Q, upper outcome: {q_up:.4f} e, probability {p_up:.4f}")
print(f"Q, lower outcome: {q_down:.4f} e, probability {p_down:.4f}")
print(f"upper outcome in coulomb: {q_up * e_coulomb:.3e} C")
print(f"norm of commutator [A,P] on packet: {commutator:.4f}")
for n in range(4):
    print(f"moment {n + 1}: Q {naive_m[n]:.4f}, "
          f"counter {count_m[n]:.4f} e^{n + 1}")
print(f"third cumulant: Q {k3_naive:.4f}, counter {k3_count:.4f} e^3")
for j, name in ((3, "pi/2"), (4, "pi"), (5, "2 pi")):
    print(f"chi({name}): Q {chi_naive[j]:.4f}, counter {chi[j]:.4f}")
print(f"largest error of counter chi formula: {chi_error:.1e}")
print(f"one-sided ordered average at pi: {one_sided:.4f}")
print(f"bonds sharing the counter coupling: {n_bonds}")
print(f"pointer resolution (standard deviation): {width:.2f} e")
for value in (-0.6, 0.0, 0.6, 1.0):
    i = np.argmin(np.abs(q - value))
    print(f"reading density at {value:.1f} e: Q {naive_density[i]:.3f}, "
          f"counter {density[i]:.3f} per e")
print(f"largest deviation from two-peak density: {pointer_error:.1e} per e")
print(f"probability of reading below -0.4 e: Q {neg_naive:.4f}, "
      f"counter {neg_count:.4f}")
print("no test failed")
```

Printed output:

```
hopping energy: 0.100 hartree
impurity energy: 0.26667 hartree
chain length: 601 sites; impurity at site 300
packet start: site 130; position spread: 20 sites
packet speed: 0.20 sites per atomic time unit
duration: 1700 atomic time units
sharp counter: between sites 345 and 346
transmission at band centre: 0.3600
transmitted weight of packet: 0.35986
spread of transmission over packet: 2.0e-04
quadrature of current vs occupation difference: 7.4e-09 e
T=0.10: outcomes of Q -0.3161, 0.3161 e; |Q^2 psi - T psi| 9.7e-05
T=0.36: outcomes of Q -0.5999, 0.5999 e; |Q^2 psi - T psi| 2.5e-04
T=0.80: outcomes of Q -0.8944, 0.8944 e; |Q^2 psi - T psi| 1.7e-04
Q, upper outcome: 0.5999 e, probability 0.7999
Q, lower outcome: -0.5999 e, probability 0.2001
upper outcome in coulomb: 9.611e-20 C
norm of commutator [A,P] on packet: 0.4800
moment 1: Q 0.3599, counter 0.3599 e^1
moment 2: Q 0.3599, counter 0.3599 e^2
moment 3: Q 0.1295, counter 0.3599 e^3
moment 4: Q 0.1295, counter 0.3601 e^4
third cumulant: Q -0.1658, counter 0.0646 e^3
chi(pi/2): Q 0.5879+0.4852j, counter 0.6402+0.3598j
chi(pi): Q -0.3087+0.5706j, counter 0.2804+0.0003j
chi(2 pi): Q -0.8095-0.3522j, counter 1.0000-0.0021j
largest error of counter chi formula: 2.1e-03
one-sided ordered average at pi: 0.2806+0.0012j
bonds sharing the counter coupling: 60
pointer resolution (standard deviation): 0.20 e
reading density at -0.6 e: Q 0.399, counter 0.014 per e
reading density at 0.0 e: Q 0.022, counter 1.278 per e
reading density at 0.6 e: Q 1.596, counter 0.113 per e
reading density at 1.0 e: Q 0.216, counter 0.717 per e
largest deviation from two-peak density: 6.9e-03 per e
probability of reading below -0.4 e: Q 0.1658, counter 0.0129
no test failed
```
